# Magnetic neutron scattering-length density of saturated iron: a numerical check

```python
# Result under test: the magnetic neutron scattering-length density (SLD) of
# iron saturated in the film plane is
#     rho_m = N * m * p,   p = (gamma * r_e / 2) * (m_n / m_p)
# N: atoms per volume, m: moment per atom in Bohr magnetons,
# gamma: |neutron moment| in nuclear magnetons, r_e: classical electron radius,
# m_n, m_p: neutron and proton mass. Q is the wavevector transfer.
# Independent roads: field of bound surface currents, Fourier integral of the
# field of one magnetized sphere, and numerical neutron reflection.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import zeta

pc = const.physical_constants
hbar, m_n, m_p = const.hbar, const.m_n, const.m_p
mu_0 = const.mu_0
mu_B = pc["Bohr magneton"][0]
mu_n = abs(pc["neutron mag. mom."][0])
gamma = abs(pc["neutron mag. mom. to nuclear magneton ratio"][0])
r_e = pc["classical electron radius"][0]
neV = 1e-9 * const.e
ANG = 1e-10

# Inputs: rough typical values for iron
density = 7.87          # g/cm3
molar_mass = 55.85      # g/mol
moment = 2.2            # Bohr magnetons per atom
b_nuclear = 9.5e-15     # m

# Closed formula
N = density * 1e6 / molar_mass * const.N_A        # 1/m3
p_customary = gamma * r_e / 2
p = p_customary * m_n / m_p
rho_m = N * moment * p                            # 1/m2
M = N * moment * mu_B                             # A/m
cube_edge = (2 / N) ** (1 / 3)


# Road 1: field of the two bound current sheets of a wide film
def sheet_field(height, width):
    """Field of a current strip at signed height above it, in mu_0*K."""
    h = abs(height)

    def kernel(x):
        return h / (x * x + h * h)

    half = (quad(kernel, 0, 10 * h)[0]
            + quad(kernel, 10 * h, 300 * h, limit=200)[0]
            + quad(kernel, 300 * h, width / 2, limit=200)[0])
    return np.sign(height) * 2 * half / (2 * np.pi)


def film_field(z, width=1e4):
    """In-plane field in mu_0*M; the film fills 0 < z < 1."""
    return sheet_field(z, width) - sheet_field(z - 1, width)


inside, outside = film_field(0.3), film_field(1.5)
assert abs(inside - 1) < 1e-3        # finite width costs about 1e-4
assert abs(outside) < 1e-3
V_mag = mu_n * mu_0 * M * inside
rho_from_field = m_n * V_mag / (2 * np.pi * hbar**2)
assert abs(rho_from_field / rho_m - 1) < 1e-3


# Road 2: Fourier integral of the field of one magnetized sphere
# Sphere radius 1, total moment 1 along z, fields in units of mu_0.
def sphere_integrals(q_direction, q=1.0, r_max=80.0):
    """Inside part, outside part, and form factor of the magnetization."""
    c, wc = np.polynomial.legendre.leggauss(90)
    phi = np.arange(180) * 2 * np.pi / 180
    s = np.sqrt(1 - c**2)
    along_q = (q_direction[0] * s[:, None] * np.cos(phi)[None, :]
               + q_direction[1] * c[:, None])
    solid = wc[:, None] * (2 * np.pi / 180) * np.ones((1, 180))
    dipole = (3 * c[:, None]**2 - 1) / (4 * np.pi)
    t, wt = np.polynomial.legendre.leggauss(30)
    form = 0.0
    for r, w in zip((t + 1) / 2, wt / 2):
        form += w * r**2 * np.sum(solid * np.cos(q * r * along_q))
    form /= 4 * np.pi / 3
    part_in = 2 / 3 * form
    part_out = 0.0
    t, wt = np.polynomial.legendre.leggauss(400)
    half = (r_max - 1) / 2
    for r, w in zip(1 + half * (t + 1), half * wt):
        wave = np.cos(q * r * along_q)
        part_out += w / r * np.sum(solid * dipole * wave)
    return part_in, part_out, form


in_perp, out_perp, form_perp = sphere_integrals((1.0, 0.0))
in_par, out_par, form_par = sphere_integrals((0.0, 1.0))
ratio_perp = (in_perp + out_perp) / form_perp
ratio_par = (in_par + out_par) / form_par
# the cut at r_max leaves an error of order 1/r_max^2
assert abs(ratio_perp - 1) < 2e-3
assert abs(out_perp / form_perp - 1 / 3) < 2e-3
assert abs(ratio_par) < 2e-3
p_from_sphere = m_n * mu_n * mu_0 * mu_B * ratio_perp / (2 * np.pi * hbar**2)
assert abs(p_from_sphere / p - 1) < 2e-3
assert abs(rho_m * ANG**2 / 5.0e-6 - 1) < 0.02

# Spin-dependent SLD and critical edges
rho_n = N * b_nuclear
rho_plus, rho_minus = rho_n + rho_m, rho_n - rho_m
V_nuc = 2 * np.pi * hbar**2 * rho_n / m_n
qc_plus = 4 * np.sqrt(np.pi * rho_plus) * ANG
qc_minus = 4 * np.sqrt(np.pi * rho_minus) * ANG


# Road 3: reflection from the Schroedinger equation with potential energies
def reflectivity(q, potential, thickness=5000.0):
    """Film in vacuum; q in 1/angstrom, potential in J, thickness in angstrom."""
    k = q / 2
    barrier = 2 * m_n * potential / hbar**2 * ANG**2

    def rhs(z, y):
        return np.array([y[1], (barrier - k * k) * y[0]])

    start = np.array([1.0 + 0j, 1j * k])
    sol = solve_ivp(rhs, (thickness, 0.0), start, method="DOP853",
                    rtol=1e-9, atol=1e-12)
    psi, slope = sol.y[:, -1]
    incoming = (psi + slope / (1j * k)) / 2
    reflected = (psi - slope / (1j * k)) / 2
    return abs(reflected / incoming)**2


edges = []
for qc, potential in ((qc_plus, V_nuc + V_mag), (qc_minus, V_nuc - V_mag)):
    below = reflectivity(0.95 * qc, potential)
    above = reflectivity(1.10 * qc, potential)
    assert below > 0.999
    assert above < 0.6
    edges.append((below, above))

# Neglected effect: spin waves at room temperature
temperature = 300.0     # K
stiffness = 280.0       # meV angstrom^2, rough
kT = const.k * temperature / const.e * 1e3        # meV
q_top = np.sqrt(40 * kT / stiffness)
magnons = quad(lambda q: q * q / np.expm1(stiffness * q * q / kT),
               0, q_top)[0] / (2 * np.pi**2)      # 1/angstrom^3
bloch = zeta(1.5) * (kT / (4 * np.pi * stiffness))**1.5
assert abs(magnons / bloch - 1) < 1e-4
N_ang = N * ANG**3
thermal_loss = 2 * magnons / (N_ang * moment)
rho_warm = rho_m * (1 - thermal_loss)

# Neglected effect: finite size of the 3d shell (Slater orbital)
q_high = 0.2            # 1/angstrom
z_eff = 26 - (5 * 0.35 + 18 * 1.0)
bohr = pc["Bohr radius"][0] / ANG
decay = z_eff / 3 / bohr                          # 1/angstrom


def shell(r):
    return r**6 * np.exp(-2 * decay * r)


r_top = 30 / decay
norm = quad(shell, 0, r_top)[0]
form_3d = quad(lambda r: shell(r) * np.sinc(q_high * r / np.pi),
               0, r_top)[0] / norm
r2_3d = 56 / (4 * decay**2)
shell_loss = 1 - form_3d
assert abs(shell_loss / (q_high**2 * r2_3d / 6) - 1) < 0.02
rounding = 0.05 / moment

A2 = ANG**2 * 1e6       # converts 1/m2 to 1e-6 per square angstrom
print(f"mass density (rough input): {density:.2f} g/cm3")
print(f"molar mass (input): {molar_mass:.2f} g/mol")
print(f"moment per atom (input): {moment:.1f} Bohr magnetons")
print(f"nuclear scattering length (rough input): {b_nuclear*1e15:.1f} fm")
print(f"number density N: {N_ang:.5f} per cubic angstrom")
print(f"implied bcc cube edge: {cube_edge/ANG:.3f} angstrom")
print(f"gamma: {gamma:.5f} (no unit)")
print(f"classical electron radius: {r_e*1e15:.5f} fm")
print(f"mass ratio m_n/m_p: {m_n/m_p:.5f} (no unit)")
print(f"gamma r_e/2: {p_customary*1e15:.4f} fm per Bohr magneton")
print(f"p with mass ratio: {p*1e15:.4f} fm per Bohr magneton")
print(f"magnetic length per atom: {moment*p*1e15:.3f} fm")
print(f"magnetization M: {M/1e6:.3f} MA/m")
print(f"mu_0 M: {mu_0*M:.3f} T")
print(f"magnetic potential energy: {mu_n*mu_0*M/neV:.1f} neV")
print(f"nuclear potential energy: {V_nuc/neV:.1f} neV")
print(f"MAGNETIC SLD: {rho_m*A2:.3f} x 1e-6 per square angstrom")
print(f"same with customary p: {N*moment*p_customary*A2:.3f} x 1e-6 /A^2")
print(f"same from current-sheet field: {rho_from_field*A2:.3f} x 1e-6 /A^2")
print(f"same from sphere integral: {N*moment*p_from_sphere*A2:.3f} x 1e-6 /A^2")
print(f"film field inside: {inside:.5f} mu_0 M")
print(f"film field outside: {outside:.5f} mu_0 M")
print(f"sphere, Q perpendicular, inside share: {in_perp/form_perp:.4f}")
print(f"sphere, Q perpendicular, outside share: {out_perp/form_perp:.4f}")
print(f"sphere, Q perpendicular, total: {ratio_perp:.4f}")
print(f"sphere, Q parallel, total: {ratio_par:.4f}")
print(f"nuclear SLD: {rho_n*A2:.2f} x 1e-6 /A^2")
print(f"SLD, spin along B: {rho_plus*A2:.2f} x 1e-6 /A^2")
print(f"SLD, spin against B: {rho_minus*A2:.2f} x 1e-6 /A^2")
print(f"critical Q, spin along B: {qc_plus:.4f} per angstrom")
print(f"critical Q, spin against B: {qc_minus:.4f} per angstrom")
for name, (below, above) in zip(("along", "against"), edges):
    print(f"reflectivity, spin {name} B, at 0.95 Qc: {below:.5f}")
    print(f"reflectivity, spin {name} B, at 1.10 Qc: {above:.3f}")
print(f"temperature: {temperature:.0f} K")
print(f"magnon stiffness (rough input): {stiffness:.0f} meV A^2")
print(f"spin-wave loss of magnetization: {100*thermal_loss:.2f} percent")
print(f"magnetic SLD after this loss: {rho_warm*A2:.2f} x 1e-6 /A^2")
print(f"effective charge of 3d shell: {z_eff:.2f} e")
print(f"rms radius of 3d shell: {np.sqrt(r2_3d):.2f} angstrom")
print(f"form-factor loss at Q = {q_high:.1f} /A: {100*shell_loss:.2f} percent")
print(f"effect of rounding the moment: {100*rounding:.1f} percent")
print("all good")
```

Running it gives:

```
mass density (rough input): 7.87 g/cm3
molar mass (input): 55.85 g/mol
moment per atom (input): 2.2 Bohr magnetons
nuclear scattering length (rough input): 9.5 fm
number density N: 0.08486 per cubic angstrom
implied bcc cube edge: 2.867 angstrom
gamma: 1.91304 (no unit)
classical electron radius: 2.81794 fm
mass ratio m_n/m_p: 1.00138 (no unit)
gamma r_e/2: 2.6954 fm per Bohr magneton
p with mass ratio: 2.6991 fm per Bohr magneton
magnetic length per atom: 5.938 fm
magnetization M: 1.731 MA/m
mu_0 M: 2.176 T
magnetic potential energy: 131.2 neV
nuclear potential energy: 209.9 neV
MAGNETIC SLD: 5.039 x 1e-6 per square angstrom
same with customary p: 5.032 x 1e-6 /A^2
same from current-sheet field: 5.039 x 1e-6 /A^2
same from sphere integral: 5.039 x 1e-6 /A^2
film field inside: 0.99994 mu_0 M
film field outside: -0.00006 mu_0 M
sphere, Q perpendicular, inside share: 0.6667
sphere, Q perpendicular, outside share: 0.3333
sphere, Q perpendicular, total: 1.0000
sphere, Q parallel, total: 0.0000
nuclear SLD: 8.06 x 1e-6 /A^2
SLD, spin along B: 13.10 x 1e-6 /A^2
SLD, spin against B: 3.02 x 1e-6 /A^2
critical Q, spin along B: 0.0257 per angstrom
critical Q, spin against B: 0.0123 per angstrom
reflectivity, spin along B, at 0.95 Qc: 1.00000
reflectivity, spin along B, at 1.10 Qc: 0.445
reflectivity, spin against B, at 0.95 Qc: 1.00000
reflectivity, spin against B, at 1.10 Qc: 0.496
temperature: 300 K
magnon stiffness (rough input): 280 meV A^2
spin-wave loss of magnetization: 1.76 percent
magnetic SLD after this loss: 4.95 x 1e-6 /A^2
effective charge of 3d shell: 6.25 e
rms radius of 3d shell: 0.95 angstrom
form-factor loss at Q = 0.2 /A: 0.60 percent
effect of rounding the moment: 2.3 percent
all good
```
